# Image shift from a height error on a reflective lithography mask: a numerical check

```python
# RESULT UNDER TEST: a pattern on a reflective mask, raised by h at fixed
# lateral position, is imaged with a wafer shift  -h*tan(theta)/M.
#   theta : chief-ray angle from the mask normal;  M : reduction ratio
#   h     : height error, positive towards the lens
#   NA    : numerical aperture at the wafer; NA/M is that at the mask
#   sigma : source radius divided by pupil radius
# All lengths are in nm. Light travels towards +x; image inversion is left out.
# The image is computed from exact optical paths (scalar, ideal lens), with
# no expansion in angle, and its position is read from half-maximum edges.
import numpy as np
import mpmath as mp
import sympy as sp
from scipy.optimize import minimize_scalar

M = 4.0
WAVELENGTH = 13.5
K = 2 * np.pi / WAVELENGTH
NA = 0.33
THETA = np.radians(6.0)
H = 100.0
SLOT = 80.0
PUPIL_NODES, PUPIL_WEIGHTS = np.polynomial.legendre.leggauss(48)
MASK_NODES, MASK_WEIGHTS = np.polynomial.legendre.leggauss(40)

# Each strip: left edge, right edge, reflected amplitude, height above surface
PLAIN = [(-SLOT / 2, SLOT / 2, 1.0, 0.0)]
ABSORBER_HEIGHT, ABSORBER_AMPLITUDE = 60.0, 0.15
WITH_ABSORBER = PLAIN + [
    (-SLOT / 2 - 240, -SLOT / 2, ABSORBER_AMPLITUDE, ABSORBER_HEIGHT),
    (SLOT / 2, SLOT / 2 + 240, ABSORBER_AMPLITUDE, ABSORBER_HEIGHT)]


def source_points(sigma, radius):
    if sigma == 0:
        return [(0.0, 0.0)]
    g = np.linspace(-1, 1, 7)
    return [(sigma * radius * a, sigma * radius * b)
            for a in g for b in g if a * a + b * b <= 1 + 1e-12]


def image(height, theta=THETA, na=NA, sigma=0.5, azimuth=0.0,
          defocus=0.0, strips=PLAIN):
    """Wafer intensity of lines along y; height is a number or function of x."""
    surface = height if callable(height) else (lambda x: height + 0 * x)
    radius = na / M
    cx = np.sin(theta) * np.cos(azimuth)
    cy = np.sin(theta) * np.sin(azimuth)
    xw = np.linspace(-1.2, 1.2, 1201) * WAVELENGTH / na
    intensity = np.zeros_like(xw)
    for sx, sy in source_points(sigma, radius):
        half = np.sqrt(radius**2 - sy**2)
        u = half * PUPIL_NODES
        gamma_in = np.sqrt(1 - (cx + sx)**2 - (cy + sy)**2)
        gamma_out = np.sqrt(1 - (cx + u)**2 - (cy + sy)**2)
        scattered = np.zeros(len(u), dtype=complex)
        for left, right, amplitude, offset in strips:
            x = (left + right) / 2 + (right - left) / 2 * MASK_NODES
            weight = amplitude * (right - left) / 2 * MASK_WEIGHTS
            z = surface(x) + offset
            path = (np.outer(sx - u, x)
                    - np.outer(gamma_in + gamma_out, z))
            scattered += np.exp(1j * K * path) @ weight
        wafer_cosine = np.sqrt(1 - M**2 * (u**2 + sy**2))
        scattered *= half * PUPIL_WEIGHTS
        scattered *= np.exp(1j * K * wafer_cosine * defocus)
        field = np.exp(1j * K * M * np.outer(xw, u)) @ scattered
        intensity += np.abs(field)**2
    return xw, intensity


def position(height, **options):
    """Midpoint of the two half-maximum edges of the bright line."""
    x, y = image(height, **options)
    top = int(np.argmax(y))
    level = y[top] / 2
    i = top
    while y[i] > level:
        i -= 1
    left = x[i] + (level - y[i]) * (x[i + 1] - x[i]) / (y[i + 1] - y[i])
    j = top
    while y[j] > level:
        j += 1
    right = x[j - 1] + ((level - y[j - 1]) * (x[j] - x[j - 1])
                        / (y[j] - y[j - 1]))
    return (left + right) / 2


def shift(height, **options):
    return position(height, **options) - position(0.0, **options)


def predicted(height, theta=THETA):
    return -height * np.tan(theta) / M


# Ray tracing: reflect from a raised surface, then trace back to z = 0.
def reflected_ray(start, height):
    direction = np.array([np.sin(THETA), -np.cos(THETA)])
    hit = start + direction * (height - start[1]) / direction[1]
    normal = np.array([0.0, 1.0])
    out = direction - 2 * np.dot(direction, normal) * normal
    apparent = hit - out * hit[1] / out[1]
    return hit[0], apparent[0]


beam_start = np.array([-1000 * np.tan(THETA), 1000.0])
beam_hit, beam_apparent = reflected_ray(beam_start, H)
pattern_start = beam_start - np.array([beam_hit, 0.0])
pattern_hit, pattern_apparent = reflected_ray(pattern_start, H)
assert abs(pattern_hit) < 1e-9
assert abs(pattern_apparent / M - predicted(H)) < 1e-9
assert abs(beam_apparent - 2 * pattern_apparent) < 1e-9

# Expansion of the outgoing direction cosine about the chief ray.
s, c = np.sin(THETA), np.cos(THETA)
taylor = [float(t) for t in
          mp.taylor(lambda u: mp.sqrt(1 - (s + u)**2), 0, 3)]
formula = [c, -s / c, -1 / (2 * c**3), -s / (2 * c**5)]
assert np.allclose(taylor, formula, rtol=1e-6)

# Main wave-optical test, for several heights and source sizes.
main_shift = shift(H)
assert abs(main_shift - predicted(H)) < 0.05
for height in (-100.0, 50.0, 200.0):
    assert abs(shift(height) - predicted(height)) < 0.03 * abs(
        predicted(height))
source_shifts = {sig: shift(H, sigma=sig) for sig in (0.0, 0.3, 0.8)}
for value in source_shifts.values():
    assert abs(value - predicted(H)) < 0.08

# Small aperture isolates the linear term: tan(theta), not sin(theta).
angle_rows = []
for degrees in (3, 6, 12, 20):
    angle = np.radians(degrees)
    found = shift(H, theta=angle, na=0.05, sigma=0.3)
    expected = predicted(H, angle)
    assert abs(found / expected - 1) < 2e-3
    angle_rows.append((degrees, found, expected))

# Turning the plane of incidence projects the shift on the measured axis.
AZIMUTH = np.radians(20.0)
turned_shift = shift(H, azimuth=AZIMUTH)
assert abs(turned_shift - predicted(H) * np.cos(AZIMUTH)) < 0.05
side_shift = shift(H, azimuth=np.pi / 2)
assert abs(side_shift) < 0.01

# Best focus found by maximizing the peak, in a small-aperture case.
FOCUS_HEIGHT = 5000.0
best = minimize_scalar(
    lambda z: -image(FOCUS_HEIGHT, na=0.05, sigma=0, defocus=z)[1].max(),
    bounds=(-1000, 1500), method="bounded", options={"xatol": 0.01})
focus_formula = FOCUS_HEIGHT / (M**2 * c**3)
assert abs(best.x / focus_formula - 1) < 0.01
example_focus = H / (M**2 * c**3)
refocused_shift = position(H, defocus=example_focus) - position(0.0)
assert abs(refocused_shift - predicted(H)) < 0.05

# Slowly varying height: pattern on the flank of a Gaussian bump.
BUMP_WIDTH = 1.0e6


def bump(x):
    return H * np.exp(-(x + BUMP_WIDTH)**2 / (2 * BUMP_WIDTH**2))


local_height = float(bump(0.0))
local_slope = -local_height / BUMP_WIDTH
flank_shift = shift(bump)
assert abs(flank_shift - predicted(local_height)) < 0.05
WAFER_DEFOCUS = 50.0
slope_effect = (position(bump, defocus=WAFER_DEFOCUS)
                - position(local_height, defocus=WAFER_DEFOCUS))

# A weakly reflecting raised absorber: the added shift should survive.
absorber_shift = shift(H, strips=WITH_ABSORBER)
assert abs(absorber_shift - predicted(H)) < 0.2

# Pure bending: check equilibrium and free faces, then read surface motion.
x, z, kappa, nu, t = sp.symbols("x z kappa nu t", positive=True)
ux = -kappa * x * z
uz = kappa * (x**2 + nu * z**2) / 2
exx, ezz = sp.diff(ux, x), sp.diff(uz, z)
shear = sp.diff(ux, z) + sp.diff(uz, x)
sxx = (exx + nu * ezz) / (1 - nu**2)
szz = (ezz + nu * exx) / (1 - nu**2)
sxz = shear / (2 * (1 + nu))
assert sp.simplify(szz) == 0 and sp.simplify(sxz) == 0
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxz, z)) == 0
top_motion = ux.subs(z, t / 2)
top_slope = sp.diff(uz, x).subs(z, t / 2)
assert sp.simplify(top_motion + t / 2 * top_slope) == 0
PLATE = 6.35e6
BOW_PERIOD = 100e6
bow_slope = 2 * np.pi * H / BOW_PERIOD
bending_mask = PLATE / 2 * bow_slope

edge = NA / M
print(f"Wavelength: {WAVELENGTH:.1f} nm; wafer NA: {NA:.2f}")
print(f"Reduction: {M:.0f}; chief-ray angle: {np.degrees(THETA):.1f} deg")
print(f"Height error: {H:.0f} nm; mask slot width: {SLOT:.0f} nm")
print(f"tan(theta): {np.tan(THETA):.5f}")
print(f"Apparent pattern shift at mask, rays: {pattern_apparent:.3f} nm")
print(f"Fixed narrow beam shift at mask, rays: {beam_apparent:.3f} nm")
print(f"Wafer shift, formula: {predicted(H):.4f} nm")
print(f"Wafer shift, imaging, sigma 0.5: {main_shift:.4f} nm")
print(f"Imaging minus formula: {main_shift - predicted(H):.4f} nm")
for sig, value in source_shifts.items():
    print(f"Wafer shift, imaging, sigma {sig:.1f}: {value:.4f} nm")
print(f"Height error for 1 nm wafer shift: {M / np.tan(THETA):.2f} nm")
print("Small-aperture test (NA 0.05, sigma 0.3):")
for degrees, found, expected in angle_rows:
    print(f"  {degrees} deg: imaging {found:.4f}, formula {expected:.4f} nm")
print(f"Pupil-edge sine at mask: {edge:.4f}")
for name, power in (("linear", 1), ("quadratic", 2), ("cubic", 3)):
    phase = -K * H * taylor[power] * edge**power
    print(f"Pupil-edge phase, {name} term: {phase:.5f} rad")
print(f"Wafer defocus from height error: {example_focus:.3f} nm")
print(f"Focus scale wavelength/(2 NA^2): {WAVELENGTH / (2 * NA**2):.1f} nm")
print(f"Wafer shift after refocusing: {refocused_shift:.4f} nm")
print(f"Focus test, height {FOCUS_HEIGHT:.0f} nm, NA 0.05:")
print(f"  found {best.x:.2f} nm, formula {focus_formula:.2f} nm")
print(f"Azimuth {np.degrees(AZIMUTH):.0f} deg, imaging: {turned_shift:.4f} nm")
print(f"  formula: {predicted(H) * np.cos(AZIMUTH):.4f} nm")
print(f"  cross component: {predicted(H) * np.sin(AZIMUTH):.4f} nm")
print(f"Azimuth 90 deg, imaging: {side_shift:.5f} nm")
print(f"Gaussian bump: peak {H:.0f} nm, width {BUMP_WIDTH / 1e6:.1f} mm")
print(f"Flank height: {local_height:.2f} nm; slope: {local_slope:.3e}")
print(f"Flank wafer shift, imaging: {flank_shift:.4f} nm")
print(f"Flank wafer shift, formula: {predicted(local_height):.4f} nm")
print(f"Slope effect at {WAFER_DEFOCUS:.0f} nm defocus: {slope_effect:.4f} nm")
print(f"Absorber height: {ABSORBER_HEIGHT:.0f} nm; "
      f"amplitude: {ABSORBER_AMPLITUDE:.2f}")
print(f"Image offset with absorber at zero height error: "
      f"{position(0.0, strips=WITH_ABSORBER):.4f} nm")
print(f"Added wafer shift with absorber: {absorber_shift:.4f} nm")
print(f"Plate thickness: {PLATE / 1e6:.2f} mm; "
      f"bow period: {BOW_PERIOD / 1e6:.0f} mm")
print(f"Largest slope of 100 nm cosine bow: {bow_slope:.3e}")
print(f"Largest bending displacement at mask: {bending_mask:.2f} nm")
print(f"Largest bending displacement at wafer: {bending_mask / M:.2f} nm")
print("verified")
```

Printed output:

```
Wavelength: 13.5 nm; wafer NA: 0.33
Reduction: 4; chief-ray angle: 6.0 deg
Height error: 100 nm; mask slot width: 80 nm
tan(theta): 0.10510
Apparent pattern shift at mask, rays: -10.510 nm
Fixed narrow beam shift at mask, rays: -21.021 nm
Wafer shift, formula: -2.6276 nm
Wafer shift, imaging, sigma 0.5: -2.6328 nm
Imaging minus formula: -0.0052 nm
Wafer shift, imaging, sigma 0.0: -2.6326 nm
Wafer shift, imaging, sigma 0.3: -2.6327 nm
Wafer shift, imaging, sigma 0.8: -2.6331 nm
Height error for 1 nm wafer shift: 38.06 nm
Small-aperture test (NA 0.05, sigma 0.3):
  3 deg: imaging -1.3103, formula -1.3102 nm
  6 deg: imaging -2.6277, formula -2.6276 nm
  12 deg: imaging -5.3141, formula -5.3139 nm
  20 deg: imaging -9.0997, formula -9.0993 nm
Pupil-edge sine at mask: 0.0825
Pupil-edge phase, linear term: 0.40357 rad
Pupil-edge phase, quadratic term: 0.16102 rad
Pupil-edge phase, cubic term: 0.00140 rad
Wafer defocus from height error: 6.354 nm
Focus scale wavelength/(2 NA^2): 62.0 nm
Wafer shift after refocusing: -2.6328 nm
Focus test, height 5000 nm, NA 0.05:
  found 317.53 nm, formula 317.69 nm
Azimuth 20 deg, imaging: -2.4741 nm
  formula: -2.4691 nm
  cross component: -0.8987 nm
Azimuth 90 deg, imaging: -0.00000 nm
Gaussian bump: peak 100 nm, width 1.0 mm
Flank height: 60.65 nm; slope: -6.065e-05
Flank wafer shift, imaging: -1.5972 nm
Flank wafer shift, formula: -1.5937 nm
Slope effect at 50 nm defocus: 0.0034 nm
Absorber height: 60 nm; amplitude: 0.15
Image offset with absorber at zero height error: 0.0883 nm
Added wafer shift with absorber: -2.6466 nm
Plate thickness: 6.35 mm; bow period: 100 mm
Largest slope of 100 nm cosine bow: 6.283e-06
Largest bending displacement at mask: 19.95 nm
Largest bending displacement at wafer: 4.99 nm
verified
```
